# Cauchy relations for central forces and their form under pressure

A crystal's linear elastic response is described by a fourth-rank tensor with up to 21 independent components. This problem asks what remains of that freedom when the atoms interact by central pair forces, and what a hydrostatic pressure does to the result.

The crystal is static and at zero temperature. Its energy per cell is

$$E=\frac12\sum_{i}\sum_{j}\phi_{ij}(r_{ij}),$$

where $i$ runs over the atoms of one cell, $j$ over all other atoms, and $\phi_{ij}$ depends on distance alone. There is no separate dependence on volume. Every atom is an inversion centre of the crystal. The reference state, of cell volume $V$, may be under stress. Tension is positive, so a pressure $P$ means $\sigma_{ab}=-P\delta_{ab}$. Repeated Cartesian indices are summed.

A homogeneous deformation $F$ has the Lagrangian strain $\eta=\frac12(F^{T}F-1)$. Besides following $F$, the sublattices may shift relative to one another. Let $u_i$ be the shift of sublattice $i$, measured before $F$ acts, so that a pair vector $R$ becomes $F(R+u_j-u_i)$. One sublattice is held fixed to remove rigid translation. The matrix $K=\partial^2E/\partial u\,\partial u$ is then assumed positive definite.

## (a) Do the atoms shift inside the cell?

**Show that a small homogeneous strain causes no relative shift of the sublattices.**

**Solution.** Write $\phi_{ij}(r)=f_{ij}(r^2)$. With $s=r^2$ and $F^TF=1+2\eta$,

$$s=(R+u_j-u_i)^T(1+2\eta)(R+u_j-u_i).$$

Since $\partial s/\partial u_i=-2(1+2\eta)R$ at $u=0$,

$$\frac{\partial E}{\partial u_i}\bigg|_{u=0}=-2\sum_j f'_{ij}(s)\,(1+2\eta)R .$$

The factor $\frac12$ in $E$ has gone because each pair containing $i$ is counted twice there. Inversion about atom $i$ pairs each neighbour at $R$ with one of the same kind at $-R$. Both have the same $s=R^T(1+2\eta)R$ and the same $f'$, so their terms cancel. The force vanishes for every $\eta$, not just at $\eta=0$. Differentiating this identity gives

$$\Lambda\equiv\frac{\partial^2E}{\partial u\,\partial\eta}\bigg|_{0}=0 .$$

To see what $\Lambda$ controls, expand the energy to second order, with tensor indices suppressed:

$$E=E_0+VS\eta+\tfrac12VC\eta^2+u\Lambda\eta+\tfrac12uKu .$$

Here $S$ and $C$ are derivatives at fixed $u$. Minimizing over $u$ gives $Ku=-\Lambda\eta$, and inserting this gives

$$C_{\rm relaxed}=C-\frac1V\Lambda^TK^{-1}\Lambda .$$

With $\Lambda=0$ the correction is absent. Positive $K$ makes $u=0$ a local minimum that persists for small strain. If an optical mode goes soft and $K$ loses positivity, the crystal can distort spontaneously, and the inversion centres on which the argument rests may be lost.

## (b) The symmetry of the elastic tensor

**Find the derivatives of the energy with respect to $\eta$, and the relations they imply between Voigt constants.**

**Solution.** By (a) we may set $u=0$, so $s=R^2+2R_a\eta_{ab}R_b$. This is linear in $\eta$, with $\partial s/\partial\eta_{ab}=2R_aR_b$. The chain rule, applied once and twice, gives

$$S_{ab}=\frac1V\frac{\partial E}{\partial\eta_{ab}}=\frac1{2V}\sum_{i,j}2f'_{ij}R_aR_b,$$

$$C_{abcd}=\frac1V\frac{\partial^2E}{\partial\eta_{ab}\partial\eta_{cd}}=\frac1{2V}\sum_{i,j}4f''_{ij}R_aR_bR_cR_d .$$

No term in $f'$ appears in $C$, because $s$ has no second derivative in $\eta$. In terms of $\phi$, with $d/ds=(1/2r)\,d/dr$,

$$f'=\frac{\phi'}{2r},\qquad f''=\frac1{2r}\frac{d}{dr}\frac{\phi'}{2r}=\frac1{4r^2}\left(\phi''-\frac{\phi'}r\right).$$

The product $R_aR_bR_cR_d$ does not change under any permutation of its indices. A general elastic tensor is symmetric in $ab$, in $cd$, and under exchange of the two pairs. Here an index may also cross from one pair to the other: $C_{abcd}=C_{acbd}$.

In Voigt notation $1,2,3$ stand for $xx,yy,zz$ and $4,5,6$ for $yz,xz,xy$. For example, $C_{12}=C_{xxyy}=C_{xyxy}=C_{66}$, and $C_{14}=C_{xxyz}=C_{xzxy}=C_{56}$. The full list is

$$C_{23}=C_{44},\quad C_{13}=C_{55},\quad C_{12}=C_{66},$$
$$C_{14}=C_{56},\quad C_{25}=C_{46},\quad C_{36}=C_{45}.$$

These are the Cauchy relations. They reduce 21 constants to 15, the number of components of a fully symmetric fourth-rank tensor in three dimensions. In a cubic crystal they become the single relation $C_{12}=C_{44}$.

The derivation did not assume zero stress. For this $C$, the relations hold in a stressed state too. At zero stress $C$ is also the tensor that links stress to strain; under pressure it is not, as (d) will show.

## (c) Ions and the Coulomb sum

**The Coulomb potential falls off too slowly for the sums in (b) to converge absolutely. Do the relations survive in a neutral ionic crystal?**

**Solution.** Replace $1/r$ by $e^{-\mu r}/r$ with $\mu>0$. The sums now converge absolutely and (b) applies. It remains to show that the limit $\mu\to0$ is smooth.

The Fourier transform of the screened potential is $4\pi/(G^2+\mu^2)$. Split it into

$$\frac{4\pi}{G^2+\mu^2}e^{-(G^2+\mu^2)/4g^2}\quad\text{and the remainder},$$

with a fixed $g$. The remainder is short-ranged in real space and tends to $\mathrm{erfc}(gr)/r$, so its lattice sum and strain derivatives have smooth limits. The first part is summed over reciprocal lattice vectors, each weighted by $|\sum_iq_ie^{iG\cdot r_i}|^2$. The Gaussian makes this sum converge rapidly.

The one dangerous term is $G=0$, where the denominator is $\mu^2$. Its weight is $(\sum_iq_i)^2$, which is zero in a neutral cell for every $\mu$, every strain and every sublattice shift. Hence the derivatives converge to those of the Ewald energy at zero macroscopic field, and the symmetry holds in the limit.

## (d) Stress and strain under pressure

**The crystal is now at pressure $P$. Define $B_{abcd}$ by $\delta\sigma_{ab}=B_{abcd}\varepsilon_{cd}$, where $\sigma$ is the true (Cauchy) stress and $F=1+\varepsilon$ is a small symmetric deformation from the compressed state. Find $B$ in terms of $C$, and find $B_{12}-B_{44}$ for a cubic crystal.**

**Solution.** First relate $\sigma$ to $S$. Follow $F$ by a further small symmetric strain $\delta$. The new strain is $\frac12[F^T(1+\delta)^2F-1]$, so to first order $\delta\eta=F^T\delta F$. The energy change, written in two ways, is

$$V\det F\;\sigma_{ab}\delta_{ab}^{\rm strain}=V\,S_{cd}(F^T\delta F)_{cd}=V\,(FSF^T)_{ab}\delta_{ab}^{\rm strain}.$$

The superscript marks the strain, to distinguish it from the Kronecker symbol. Since the strain is an arbitrary symmetric matrix,

$$\sigma=\frac{FSF^T}{\det F}.$$

To first order, $\eta=\varepsilon$, $S_{ab}=-P\delta_{ab}+C_{abcd}\varepsilon_{cd}$ and $1/\det F=1-\mathrm{tr}\,\varepsilon$. Also $F(-P)F^T=-P(1+2\varepsilon)$. Therefore

$$\sigma_{ab}=-P\delta_{ab}+P\delta_{ab}\,\mathrm{tr}\,\varepsilon-2P\varepsilon_{ab}+C_{abcd}\varepsilon_{cd}.$$

The second term comes from the change of volume. The third comes from the two factors $F$, which carry the existing stress along with the material. Reading off the coefficient of symmetric $\varepsilon_{cd}$,

$$B_{abcd}=C_{abcd}+P(\delta_{ab}\delta_{cd}-\delta_{ac}\delta_{bd}-\delta_{ad}\delta_{bc}).$$

The bracket is $1-1-1=-1$ for $xxxx$, $+1$ for $xxyy$, and $-1$ for $yzyz$. In a cubic crystal

$$B_{11}=C_{11}-P,\qquad B_{12}=C_{12}+P,\qquad B_{44}=C_{44}-P .$$

Part (b) gives $C_{12}=C_{44}$, so

$$\boxed{B_{12}-B_{44}=2P}.$$

The convention matters. A statement $C_{12}-C_{44}=2P$ is true if the symbols denote stress-strain coefficients. For $P\neq0$ it is false if they denote second derivatives with respect to Lagrangian strain, whose difference is zero.

A uniform strain $\varepsilon=x\,1$ gives $\delta P=-(B_{11}+2B_{12})x$ and $\delta V/V=3x$. The bulk modulus is therefore $-V\,dP/dV=(B_{11}+2B_{12})/3$, which connects $B$ with the equation of state.

## (e) Energy, enthalpy and a limiting case

**Which energy function has $B$ as its second derivative? What difference results if $E$ itself is differentiated with respect to $\varepsilon$? Check the answer on a rocksalt crystal with nearest-neighbour forces alone.**

**Solution.** For $F=1+\varepsilon$ the strain is $\eta=\varepsilon+\frac12\varepsilon^2$. To second order,

$$\frac{E-E_0}{V}=-P\,\mathrm{tr}\,\varepsilon-\tfrac12P\,\mathrm{tr}\,\varepsilon^2+\tfrac12C_{abcd}\varepsilon_{ab}\varepsilon_{cd}.$$

The quadratic part of $\eta$ matters because it multiplies a nonzero first derivative. For a shear $\gamma$ with $\varepsilon_{yz}=\varepsilon_{zy}=\gamma/2$, $\mathrm{tr}\,\varepsilon^2=\gamma^2/2$. The second derivative of $E/V$ with respect to $\gamma$ is thus $D_{44}=C_{44}-P/2$. The mixed derivative for $xx$ and $yy$ is $D_{12}=C_{12}$, since $\mathrm{tr}\,\varepsilon^2$ has no cross term. In this third convention $D_{12}-D_{44}=P/2$.

Now add the work done against the external pressure. With

$$\det(1+\varepsilon)=1+\mathrm{tr}\,\varepsilon+\tfrac12[(\mathrm{tr}\,\varepsilon)^2-\mathrm{tr}\,\varepsilon^2]+\dots,$$

the linear terms of $E+PV$ cancel, and its quadratic part per volume is

$$\tfrac12\left[C_{abcd}\varepsilon_{ab}\varepsilon_{cd}+P(\mathrm{tr}\,\varepsilon)^2-2P\,\mathrm{tr}\,\varepsilon^2\right]=\tfrac12B_{abcd}\varepsilon_{ab}\varepsilon_{cd}.$$

So $B$ is the curvature of the enthalpy at fixed $P$. A crystal held at that pressure resists the shear $\gamma$ above if $B_{44}>0$, which means $C_{44}>P$. The other cubic shear, $\varepsilon_{xx}=-\varepsilon_{yy}$, requires $B_{11}-B_{12}>0$.

In the nearest-neighbour rocksalt model all bonds, of length $d$, lie along the cube axes. No bond has two nonzero components, so $C_{12}=C_{44}=0$. The prediction is $B_{12}=P$ and $B_{44}=-P$.

The shear can be checked directly. There are two bonds per cell along each axis, so $VS_{xx}=2\phi'd=-PV$. Under the shear, bonds along $y$ and $z$ stretch to $d\sqrt{1+\gamma^2/4}\approx d(1+\gamma^2/8)$. Four bonds per cell change the energy by $4\phi'd\gamma^2/8=-PV\gamma^2/4$. The volume factor is $1-\gamma^2/4$, so the pressure term contributes another $-PV\gamma^2/4$. The total, $-\frac12PV\gamma^2$, means $B_{44}=-P$. Compressed bonds gain by tilting and lengthening, and this model yields to shear at any positive pressure. In any rocksalt crystal with central forces, the nearest pairs likewise contribute $-P_n$ to $B_{44}$, where $P_n=-2\phi'd/V$ is their share of the pressure. They weaken the crystal against this shear if they are compressed ($\phi'<0$) and stiffen it if they are in tension ($\phi'>0$). The second case occurs in the ionic model of (f), where the attraction between unlike neighbours outweighs their repulsion at all three pressures.

## (f) An ionic crystal in numbers

**Take rocksalt with rigid ions of charge $\pm1$ and a repulsion $Ae^{-r/\rho}$ between unlike ions, with $A=30$ hartree and $\rho=0.6$ bohr. Compare the conventions at 0, 10 and 20 GPa.**

**Solution.** These are round model parameters, not a fit to a material. Stresses were obtained by differentiating the Ewald energy, and $B$ by differentiating the stresses, without using the formula of (d). In GPa:

| $P$ | $C_{12}$ | $C_{44}$ | $B_{12}$ | $B_{44}$ |
|---|---|---|---|---|
| 0 | 16.36 | 16.36 | 16.36 | 16.36 |
| 10 | 22.45 | 22.45 | 32.45 | 12.45 |
| 20 | 26.96 | 26.96 | 46.96 | 6.96 |

At 10 GPa, (d) predicts $B_{12}=22.45+10=32.45$ and $B_{44}=22.45-10=12.45$ GPa, as found. The difference is 20.00 GPa, while the linear-strain energy derivatives differ by 5.00 GPa, or $P/2$. A reader who expected $B_{12}=B_{44}$ would wrongly take these 20 GPa as evidence of non-central forces.

The bulk modulus offers a separate check: $(138.19+2\times32.45)/3=67.70$ GPa, which agrees with the value from the slope of $P(V)$.

Between 0 and 20 GPa, $C_{44}$ rises by 10.60 GPa. This is less than the 20 GPa subtracted from it, so $B_{44}$ falls by 9.40 GPa. The model softens against the $yz$ shear although its Lagrangian constant grows. The other shear modulus, $(B_{11}-B_{12})/2$, rises from 18.4 to 83.3 GPa over the same range.

Cubic symmetry hides five of the six relations, so they were also tested on a rocksalt cell deformed to triclinic shape, which keeps its inversion centres. There $C_{14}=C_{56}=3.56$, $C_{25}=C_{46}=1.28$ and $C_{36}=C_{45}=2.58$ GPa. The other three relations hold as well, and $\Lambda$ vanishes to numerical accuracy. The numerical output lists all the values.

## (g) Two ways to lose the relation

**What happens (i) in zincblende with the same forces, and (ii) if a volume energy $g(V)$ per cell is added to the pair energy?**

**Solution (i).** Each ion in zincblende has four nearest neighbours at the corners of a tetrahedron, and no inversion centre. At fixed $u$, the sum in (b) is still fully symmetric, but $\Lambda$ need not vanish. Let $u$ be the shift of one sublattice. Normal strains along the cube axes preserve the three twofold axes through each ion. No force vector is unchanged by all three rotations, so these strains cause no shift and $C_{12}$ is not corrected. A shear $\gamma_{yz}$ leaves the twofold axis along $x$, and a force along $x$ is allowed.

With $\Lambda=\partial^2E/\partial u_x\partial\gamma_{yz}$, part (a) gives

$$u_x=-\frac{\Lambda}{K}\gamma_{yz},\qquad C_{12}-C_{44}=\frac{\Lambda^2}{KV}\quad(P=0).$$

The difference is positive, because relaxation can only lower the energy.

At zero pressure the model has $a=10.9855$ bohr, hence $V=a^3/4=331.4$ bohr³. Place the moving sublattice at $+\frac a4(1,1,1)$ from the fixed one; for the opposite orientation, $-\frac a4(1,1,1)$, both $\Lambda$ and the shift change sign while $\Lambda^2$ does not. With $\Lambda=0.04033$ hartree/bohr and $K=0.01738$ hartree/bohr², the shift per unit shear is $-2.32$ bohr, and

$$\frac{\Lambda^2}{KV}=\frac{0.04033^2}{0.01738\times331.4}=2.82\times10^{-4}\ \text{hartree/bohr}^3,$$

which is 8.31 GPa. Both clamped constants are 19.12 GPa, so the relaxed $C_{44}$ is $19.12-8.31=10.81$ GPa. Direct minimization of the energy of the sheared crystal gives the same value. Relaxation removes 43% of the clamped shear constant, although all forces are central. These values hold at zero macroscopic electric field, the condition of (c). The shift polarizes the crystal, and if that polarization is left uncompensated, as in an open-circuit slab normal to $x$, the depolarizing field adds $4\pi/V=0.0379$ hartree/bohr² to $K$ and the relaxed constant is 16.5 GPa instead.

The same shift contributes to the piezoelectric response. If the moving sublattice carries Born effective charge $Z^*$, the shift adds a polarization $Z^*u_x/V$, which is $-Z^*\Lambda/(KV)$ per unit shear. With an inversion centre at every atom, $\Lambda=0$ and this contribution vanishes.

**Solution (ii).** Return to cubic crystals with inversion centres. The added energy contributes the isotropic stress $g'(V)\delta_{ab}$. Under strain $\delta V=V\,\mathrm{tr}\,\varepsilon$, so $B_{12}$ gains $Vg''$ and $B_{44}$ gains nothing. The pressure gains $-g'$. With $P$ the total pressure,

$$B_{12}-B_{44}-2P=Vg''+2g'.$$

Take $g=wV^{-2/3}$, the volume dependence of the kinetic energy of a uniform electron gas with a fixed number of electrons. Then $g'=-\frac23wV^{-5/3}$ and $Vg''=\frac{10}9wV^{-5/3}$, so the right side is $-\frac29wV^{-5/3}$. This is $-\frac13$ of the added pressure $\frac23wV^{-5/3}$.

For $w=1$ hartree bohr², added to the rocksalt model at its 10 GPa lattice constant, the total pressure becomes 12.76 GPa. The added 2.76 GPa predicts a violation of $-2.76/3=-0.92$ GPa, as computed from the stresses.

For $g=w/V$, however, $Vg''+2g'=(2-2)w/V^2=0$. This volume energy leaves the relation intact, as it must: a central potential whose Fourier transform is zero beyond some wavenumber $k_c$ contributes only its $G=0$ term, proportional to $1/V$, plus a constant, as long as every nonzero reciprocal lattice vector is longer than $k_c$. Over that range of strains $w/V$ is itself a pair energy. For $g=wV^{-n}$ the right side is $[n(n+1)-2n]wV^{-n-1}=n(n-1)wV^{-n-1}$. With positive $w$ it is negative for $n=\frac23$ and positive for $n=2$, so a sum of these two terms can be chosen to give zero at one volume while giving a nonzero value at other volumes, which no pair energy does. Agreement with $B_{12}-B_{44}=2P$ at a given pressure is therefore a consequence of central forces under the stated conditions, but not proof of them. In a density functional calculation the energy is not in general a sum of pair terms, so the relation need not hold even in rocksalt. A deviation can be interpreted once the convention for the elastic constants, the pressure and the internal relaxation have been accounted for.

## Computed values

```
Repulsion A = 30.0 hartree, rho = 0.6 bohr
Ion charges: +1 and -1 elementary charge
Madelung constant, Ewald: 1.747565
Madelung constant, direct sum: 1.747567
Triclinic rocksalt cell, Lagrangian C in GPa:
  C23 = 16.7266, C44 = 16.7266
  C13 = 14.2042, C55 = 14.2042
  C12 = 20.1844, C66 = 20.1844
  C14 = 3.5587, C56 = 3.5587
  C25 = 1.2801, C46 = 1.2801
  C36 = 2.5769, C45 = 2.5769
  largest |Lambda| = 1.7e-12 hartree/bohr
  lattice sum against derivative: 1.9e-05 GPa
Rocksalt, P = -0.000 GPa, a = 10.0574 bohr
  B11, B12, B44 = 53.247, 16.356, 16.356 GPa
  C11, C12, C44 = 53.247, 16.356, 16.356 GPa
  B12 - B44 = 0.000 GPa
  linear-strain energy difference = 0.000 GPa
  bulk modulus from P(V) = 28.653 GPa
  internal K = 0.01271 hartree/bohr^2
Rocksalt, P = 10.000 GPa, a = 9.3546 bohr
  B11, B12, B44 = 138.185, 32.452, 12.452 GPa
  C11, C12, C44 = 148.185, 22.452, 22.452 GPa
  B12 - B44 = 20.000 GPa
  linear-strain energy difference = 5.000 GPa
  bulk modulus from P(V) = 67.696 GPa
  internal K = 0.03081 hartree/bohr^2
Rocksalt, P = 20.000 GPa, a = 8.9911 bohr
  B11, B12, B44 = 213.624, 46.958, 6.958 GPa
  C11, C12, C44 = 233.624, 26.958, 26.958 GPa
  B12 - B44 = 40.000 GPa
  linear-strain energy difference = 10.000 GPa
  bulk modulus from P(V) = 102.513 GPa
  internal K = 0.04549 hartree/bohr^2
Volume energy w V^(-2/3), w = 1 hartree bohr^2,
  added at a = 9.3546 bohr: P = 12.760 GPa
  B12 - B44 - 2P = -0.9199 GPa, formula -0.9199
Zincblende, P = 0, a = 10.9855 bohr
  clamped C12, C44 = 19.118, 19.118 GPa
  Lambda = 0.04033 hartree/bohr, K = 0.01738 hartree/bohr^2
  displacement per unit shear = -2.3200 bohr
  Lambda^2/(K V) = 8.306 GPa
  relaxed C44: formula 10.811, direct 10.812 GPa
```
